# Hart's Effective Diffusivity for Parallel Grain and Boundary Transport: test program

```python
# Result under test: for grains (width d, diffusivity D_b) alternating with
# boundary slabs (width delta, diffusivity D_g) parallel to the flux,
#   D_eff = (1-f) D_b + f D_g,  f = s delta/(d + s delta),
# where s = c_boundary/c_grain at local equilibrium. With s = 1 this is
# Hart's formula. A Fourier mode exp(ikz) of the mean concentration decays at
# the rate D_eff k^2 - B k^4 + ..., and B sets the limits of the formula.
# Numerical solvers use d as unit of length and D_b as unit of diffusivity.
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def effective_diffusivity(d, delta, D_b, D_g, s):
    f = s * delta / (d + s * delta)
    return (1 - f) * D_b + f * D_g


def quartic_coefficient(d, delta, D_b, D_g, s):
    D = effective_diffusivity(d, delta, D_b, D_g, s)
    grain = (D - D_b)**2 * d**3 / D_b
    boundary = s * (D_g - D)**2 * delta**3 / D_g
    return (grain + boundary) / (12 * (d + s * delta))


def lateral_operator(delta, beta, s, n_grain=60, n_bound=8):
    """Symmetrized finite-volume operator from grain centre to slab centre."""
    width = np.r_[np.full(n_grain, 0.5 / n_grain),
                  np.full(n_bound, 0.5 * delta / n_bound)]
    seg = np.r_[np.ones(n_grain), np.full(n_bound, float(s))]
    D = np.r_[np.ones(n_grain), np.full(n_bound, float(beta))]
    half = width / (2 * seg * D)
    link = 1 / (half[:-1] + half[1:])
    K = np.diag(np.r_[link, 0] + np.r_[0, link])
    K -= np.diag(link, 1) + np.diag(link, -1)
    root = np.sqrt(width * seg)
    return K / np.outer(root, root), D, root / np.linalg.norm(root)


def slowest_rate(operator, k):
    T, D, _ = operator
    return np.linalg.eigvalsh(T + k**2 * np.diag(D))[0]


def mean_amplitude(operator, k, t):
    """Fourier amplitude of the mean profile; start: thin equilibrium layer."""
    T, D, start = operator
    rates, modes = np.linalg.eigh(T + k**2 * np.diag(D))
    return np.sum((modes.T @ start)**2 * np.exp(-rates * t))


def steady_diffusivity(delta, beta, cubes):
    """Steady 3D flux through one octant of a periodic cell, s = 1."""
    u = np.linspace(0, 1, 11)
    grain_edges = 0.5 * (1 - (1 - u)**2)
    w = np.r_[np.diff(grain_edges), np.full(3, delta / 6)]
    n = len(w)
    in_slab = np.arange(n) >= 10
    mask = in_slab[:, None, None] | in_slab[None, :, None]
    if cubes:
        mask = mask | in_slab[None, None, :]
    D = np.where(np.broadcast_to(mask, (n, n, n)), beta, 1.0)
    W = [w[:, None, None], w[None, :, None], w[None, None, :]]
    volume = W[0] * W[1] * W[2]
    index = np.arange(n**3).reshape(n, n, n)
    rows, cols, vals = [], [], []

    def add(i, j, v):
        rows.append(i.ravel())
        cols.append(j.ravel())
        vals.append(v.ravel())

    for axis in range(3):
        half = np.moveaxis(W[axis]**2 / (2 * D * volume), axis, 0)
        ids = np.moveaxis(index, axis, 0)
        link = 1 / (half[:-1] + half[1:])
        a, b = ids[:-1], ids[1:]
        add(a, a, link)
        add(b, b, link)
        add(a, b, -link)
        add(b, a, -link)
    half_z = W[2]**2 / (2 * D * volume)
    bottom, top = 1 / half_z[:, :, 0], 1 / half_z[:, :, -1]
    add(index[:, :, 0], index[:, :, 0], bottom)
    add(index[:, :, -1], index[:, :, -1], top)
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(n**3, n**3)).tocsc()
    rhs = np.zeros(n**3)
    rhs[index[:, :, -1].ravel()] = top.ravel()
    mu = spsolve(matrix, rhs).reshape(n, n, n)
    current = np.sum(top * (1 - mu[:, :, -1]))
    return current / w.sum()


# Test with segregation: extract both coefficients from computed eigenvalues.
seg_case = (1.0, 0.1, 1.0, 50.0, 3.0)
op = lateral_operator(0.1, 50.0, 3.0)
k1, k2 = 0.05, 0.025
r1, r2 = slowest_rate(op, k1) / k1**2, slowest_rate(op, k2) / k2**2
B_num = (r2 - r1) / (k1**2 - k2**2)
D_num = r2 + B_num * k2**2
D_seg = effective_diffusivity(*seg_case)
B_seg = quartic_coefficient(*seg_case)
assert abs(D_num / D_seg - 1) < 1e-4
assert abs(B_num / B_seg - 1) < 0.01  # next order in k^2 is neglected
print("Segregation test: d=1, delta=0.1, D_b=1, D_g=50, s=3")
print(f"  D_eff eigenvalue, formula [D_b]: {D_num:.4f}, {D_seg:.4f}")
print(f"  B eigenvalue, formula [D_b d^2]: {B_num:.4f}, {B_seg:.4f}")

# Worked example in cm and s.
nm = 1e-7
d, delta, D_b, D_g = 20 * nm, 0.5 * nm, 1e-15, 1e-11
g = delta / (d + delta)
D_hart = effective_diffusivity(d, delta, D_b, D_g, 1)
B = quartic_coefficient(d, delta, D_b, D_g, 1)
ratio_delta, beta, hart = delta / d, D_g / D_b, D_hart / D_b
print(f"Grain width d = {d/nm:.1f} nm")
print(f"Boundary width delta = {delta/nm:.1f} nm")
print(f"D_b = {D_b:.2e} cm^2/s")
print(f"D_g = {D_g:.2e} cm^2/s")
print(f"Boundary volume fraction g = {g:.5f}")
print(f"Grain part (1-g)D_b = {(1-g)*D_b:.4e} cm^2/s")
print(f"Boundary part g D_g = {g*D_g:.4e} cm^2/s")
print(f"Hart D_eff = {D_hart:.4e} cm^2/s = {D_hart*1e-4:.4e} m^2/s")
print(f"D_eff/D_b = {hart:.2f}")
print(f"Quartic coefficient B = {B:.4e} cm^4/s")

# Real-space central height against the Gaussian with Hart's diffusivity.
op = lateral_operator(ratio_delta, beta, 1)
excesses = []
print("Thin initial layer, central height over Hart Gaussian:")
for r in (0.3, 1.0, 3.0):
    t = r**2
    k = np.linspace(0, 7 / r, 601)
    amp = np.array([mean_amplitude(op, q, t) for q in k])
    height = (amp.sum() - 0.5 * (amp[0] + amp[-1])) * (k[1] - k[0]) / np.pi
    height_ratio = height * np.sqrt(4 * np.pi * hart * t)
    excesses.append(height_ratio - 1)
    seconds = t * d**2 / D_b
    length = np.sqrt(D_hart * seconds) / nm
    predicted = 3 * B / (4 * D_hart**2 * seconds)
    print(f" sqrt(D_b t)/d = {r:.1f}, t = {seconds:.0f} s")
    print(f"  sqrt(D_b t) = {r*d/nm:.1f} nm, sqrt(D_eff t) = {length:.1f} nm")
    print(f"  computed height ratio = {height_ratio:.5f}")
    print(f"  late-time formula for ratio = {1+predicted:.5f}")
kurtosis = 6 * B / (D_hart**2 * seconds)
print(f"Late excess kurtosis at last time = {kurtosis:.5f}")
assert excesses[0] > 1 and excesses[0] > excesses[1] > excesses[2] > 0
assert abs(excesses[2] / predicted - 1) < 0.1  # higher cumulants neglected

# The variance follows Hart's value even at the shortest time.
k_small, t_short = 0.005, 0.09
variance = 2 * (1 - mean_amplitude(op, k_small, t_short)) / k_small**2
variance_ratio = variance / (2 * hart * t_short)
assert abs(variance_ratio - 1) < 0.01  # finite k leaves a fourth-moment term
print(f"Variance/(2 D_eff t) at first time = {variance_ratio:.4f}")

# Slowest transients of films with fixed chemical potential on both faces.
film_ratios = []
for h in (100 * nm, 1000 * nm):
    k_film = np.pi * d / h
    film_ratio = slowest_rate(op, k_film) / (hart * k_film**2)
    correction = B * (np.pi / h)**2 / D_hart
    film_ratios.append(film_ratio)
    print(f"Film h = {h/nm:.0f} nm: B k^2/D_eff = {correction:.4f}")
    print(f"  slowest rate / Hart rate = {film_ratio:.4f}")
    print(f"  Hart rate = {D_hart*(np.pi/h)**2:.4e} 1/s")
assert film_ratios[0] < 0.5
assert abs(film_ratios[1] - (1 - correction)) < 0.01  # next order neglected

D_s10 = effective_diffusivity(d, delta, D_b, D_g, 10)
f_s10 = 10 * delta / (d + 10 * delta)
print(f"With s = 10: f = {f_s10:.4f}, D_eff = {D_s10:.4e} cm^2/s")

# Three-dimensional geometry: square columns along the flux, then cubes.
L = 1 + ratio_delta
area = 1 / L**2
g_column, g_cube = 1 - area, 1 - 1 / L**3
hart_column = (1 - g_column) + g_column * beta
hart_cube = (1 - g_cube) + g_cube * beta
column = steady_diffusivity(ratio_delta, beta, False)
cube = steady_diffusivity(ratio_delta, beta, True)
lower = (1 - area) * beta + area * L / (1 + ratio_delta / beta)
plane = (1 - area) * beta + area
upper = L / (ratio_delta / beta + 1 / plane)
share = (cube - 1) / (hart_cube - 1)
assert abs(column / hart_column - 1) < 1e-6
assert lower * (1 - 1e-6) <= cube <= upper * (1 + 1e-6) < hart_cube
assert abs(share / (2 / 3) - 1) < 0.05  # boundary width is finite
print(f"Square columns: g = {g_column:.5f}")
print(f"  D_eff/D_b steady, Hart = {column:.2f}, {hart_column:.2f}")
print(f"Cubic grains: g = {g_cube:.5f}")
print(f"  D_eff/D_b steady, Hart = {cube:.2f}, {hart_cube:.2f}")
print(f"  lower, upper bound on D_eff/D_b = {lower:.2f}, {upper:.2f}")
print(f"  (D_eff-D_b)/(D_Hart-D_b) = {share:.4f}")
print("verified")
```

Printed output:

```
Segregation test: d=1, delta=0.1, D_b=1, D_g=50, s=3
  D_eff eigenvalue, formula [D_b]: 12.3077, 12.3077
  B eigenvalue, formula [D_b d^2]: 8.1948, 8.2019
Grain width d = 20.0 nm
Boundary width delta = 0.5 nm
D_b = 1.00e-15 cm^2/s
D_g = 1.00e-11 cm^2/s
Boundary volume fraction g = 0.02439
Grain part (1-g)D_b = 9.7561e-16 cm^2/s
Boundary part g D_g = 2.4390e-13 cm^2/s
Hart D_eff = 2.4488e-13 cm^2/s = 2.4488e-17 m^2/s
D_eff/D_b = 244.88
Quartic coefficient B = 1.9342e-23 cm^4/s
Thin initial layer, central height over Hart Gaussian:
 sqrt(D_b t)/d = 0.3, t = 360 s
  sqrt(D_b t) = 6.0 nm, sqrt(D_eff t) = 93.9 nm
  computed height ratio = 5.93680
  late-time formula for ratio = 1.67199
 sqrt(D_b t)/d = 1.0, t = 4000 s
  sqrt(D_b t) = 20.0 nm, sqrt(D_eff t) = 313.0 nm
  computed height ratio = 1.07723
  late-time formula for ratio = 1.06048
 sqrt(D_b t)/d = 3.0, t = 36000 s
  sqrt(D_b t) = 60.0 nm, sqrt(D_eff t) = 938.9 nm
  computed height ratio = 1.00686
  late-time formula for ratio = 1.00672
Late excess kurtosis at last time = 0.05376
Variance/(2 D_eff t) at first time = 0.9993
Film h = 100 nm: B k^2/D_eff = 7.7956
  slowest rate / Hart rate = 0.0984
  Hart rate = 2.4168e-02 1/s
Film h = 1000 nm: B k^2/D_eff = 0.0780
  slowest rate / Hart rate = 0.9266
  Hart rate = 2.4168e-04 1/s
With s = 10: f = 0.2000, D_eff = 2.0008e-12 cm^2/s
Square columns: g = 0.04819
  D_eff/D_b steady, Hart = 482.81, 482.81
Cubic grains: g = 0.07140
  D_eff/D_b steady, Hart = 485.51, 714.93
  lower, upper bound on D_eff/D_b = 482.83, 494.28
  (D_eff-D_b)/(D_Hart-D_b) = 0.6786
verified
```
